# Magnetron racetrack width from the electron gyroradius, with its first correction: a program that tests the result

```python
# Result under test: the racetrack width of a planar magnetron is roughly
#     w = 2*sqrt(2*R*r),   r = sqrt(2*m*E)/(e*B)
# E: electron energy after the sheath, B: magnetic field, r: gyroradius,
# R: curvature radius of the field line, w: full width on the cathode.
# Axes: x across the track, y along it, z up from the cathode (z = 0).
# Independent road: electron orbits from rest give the trapping height,
# and numerical field-line tracing gives the width. SI units inside.
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const

e, m = const.e, const.m_e
charge_to_mass = e / m
cm = 1e-2

# Inputs
volts = 500.0              # sheath drop, so E = 500 eV
B = 200e-4                 # tesla
R = 4.0 * cm
pressure_mTorr = 5.0       # rough typical values from here on
gas_temperature = 300.0
ion_current = 200.0        # A/m^2
sigma_ionization = 1.5e-20  # m^2, argon near 500 eV, rough
ion_mass = 39.948 * const.atomic_mass


def gyroradius(energy_eV, field, mass=m):
    return np.sqrt(2 * mass * energy_eV * e) / (e * field)


def leading_width(energy_eV, field, radius):
    return 2 * np.sqrt(2 * radius * gyroradius(energy_eV, field))


def uniform_field(strength):
    return lambda x, z: (strength, 0.0)


def circular_field(strength, radius, depth):
    # Concentric vacuum field, centre at z = -depth, given strength at radius
    def field(x, z):
        rho2 = x * x + (z + depth) ** 2
        return (strength * radius * (z + depth) / rho2,
                -strength * radius * x / rho2)
    return field


def arcade_field(strength, radius):
    # Vacuum field of a periodic magnet array; apex curvature radius = radius
    def field(x, z):
        size = strength * np.exp(-z / radius)
        return size * np.cos(x / radius), -size * np.sin(x / radius)
    return field


def fly(drop, sheath, field, x_start, duration, stop_at_top, samples=None):
    # Electron from rest on the cathode; sheath field falls linearly to zero
    def rate(t, state):
        x, z, vx, vy, vz = state
        bx, bz = field(x, z)
        push = 0.0
        if z < sheath:
            push = charge_to_mass * 2 * drop / sheath * (1 - z / sheath)
        return [vx, vz, -charge_to_mass * vy * bz,
                -charge_to_mass * (vz * bx - vx * bz),
                push + charge_to_mass * vy * bx]

    def top(t, state):
        return state[4]
    top.terminal = True
    top.direction = -1
    return solve_ivp(rate, (0, duration), [x_start, 0, 0, 0, 0],
                     method="DOP853", rtol=1e-9,
                     atol=[1e-11, 1e-11, 1e-2, 1e-2, 1e-2],
                     events=top if stop_at_top else None, t_eval=samples)


def hop_height(drop, sheath, field):
    orbit = fly(drop, sheath, field, 0.0, 2e-8, True)
    assert len(orbit.t_events[0]) == 1
    return orbit.y_events[0][0][1]


def traced_width(height, field, radius):
    # Follow the field line from its top down to the cathode
    def rate(s, point):
        bx, bz = field(*point)
        size = np.hypot(bx, bz)
        return [bx / size, bz / size]

    def landing(s, point):
        return point[1]
    landing.terminal = True
    landing.direction = -1
    line = solve_ivp(rate, (0, 3 * radius), [0, height], rtol=1e-10,
                     atol=1e-13, events=landing)
    assert len(line.t_events[0]) == 1
    return 2 * line.y_events[0][0][0]


def numerical_width(drop, strength, radius, sheath):
    height = hop_height(drop, sheath, uniform_field(strength))
    field = circular_field(strength, radius, radius - height)
    return traced_width(height, field, radius)


speed = np.sqrt(2 * volts * e / m)
r = gyroradius(volts, B)
w_leading = leading_width(volts, B, R)
w_chord = 2 * np.sqrt(2 * R * r - r**2)

# Collisionless space-charge-limited ion sheath
sheath = np.sqrt(4 / 9 * const.epsilon_0 * np.sqrt(2 * e / ion_mass)
                 * volts**1.5 / ion_current)
assert sheath < r

# Trapping height equals the gyroradius for any sheath thinner than it
height = hop_height(volts, sheath, uniform_field(B))
height_thicker = hop_height(volts, 0.6 * r, uniform_field(B))
assert abs(height / r - 1) < 1e-5
assert abs(height_thicker / r - 1) < 1e-5
# and fails for a sheath thicker than the gyroradius
height_too_thick = hop_height(volts, 2 * r, uniform_field(B))
assert height_too_thick < 0.95 * r

# Width by orbit plus field-line tracing, in two different vacuum fields
w_traced = numerical_width(volts, B, R, sheath)
w_arcade = traced_width(height, arcade_field(B, R), R)
assert abs(w_traced / w_chord - 1) < 1e-5
# The leading formula drops terms of relative size r/(4R), about 2 percent
assert abs(w_leading / w_traced - 1) < 0.03
assert abs(w_leading / w_arcade - 1) < 0.03

# Scaling: each change should alter the width by a factor near 2
ratio_energy = w_traced / numerical_width(volts / 16, B, R, sheath)
ratio_field = w_traced / numerical_width(volts, 4 * B, R, sheath)
ratio_radius = numerical_width(volts, B, 4 * R, sheath) / w_traced
for ratio in (ratio_energy, ratio_field, ratio_radius):
    assert abs(ratio / 2 - 1) < 0.03

# Field gradient: midline hop in the curved field
depth = R - r
curved = circular_field(B, R, depth)
height_curved = hop_height(volts, sheath, curved)
assert abs(height_curved / (depth * np.expm1(r / R)) - 1) < 1e-5
w_curved = traced_width(height_curved, curved, R)

# Electron born at the estimated edge: conserved momentum, bound, overshoot
duration = 2e-7
samples = np.linspace(0, duration, 20001)
edge = fly(volts, sheath, curved, w_chord / 2, duration, False, samples)
assert edge.success
x, z, vx, vy, vz = edge.y
rho = np.hypot(x, z + depth)
drift = vy + charge_to_mass * B * R * np.log(rho / rho[0])
assert np.max(np.abs(drift)) < 1e-4 * speed
outside_sheath = z > sheath
final_speed = np.sqrt(vx**2 + vy**2 + vz**2)[outside_sheath]
assert np.max(np.abs(final_speed / speed - 1)) < 1e-4
rho_bound = R * np.exp(r / R)
assert rho.max() <= rho_bound * (1 + 1e-4)
w_bound = 2 * np.sqrt(rho_bound**2 - depth**2)
w_edge_orbit = 2 * np.max(np.abs(x))
assert w_chord < w_edge_orbit <= w_bound * (1 + 1e-4)
share_inside = np.mean(np.abs(x) <= w_chord / 2)

# Other neglected effects
rest_energy = m * const.c**2 / e
relativity = np.sqrt(1 + volts / (2 * rest_energy)) - 1
ion_r_fast = gyroradius(volts, B, ion_mass)
ion_r_slow = gyroradius(1.0, B, ion_mass)
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_temperature)
free_path = 1 / (gas_density * sigma_ionization)
hop_path = np.pi * r
assert free_path > 5 * hop_path and ion_r_slow > 5 * r


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Electron energy", volts, "eV", 0)
show("Magnetic field", B * 1e4, "gauss", 0)
show("Curvature radius", R / cm, "cm", 1)
print(f"Electron speed: {speed / cm:.3e} cm/s")
show("Gyroradius", r / cm, "cm")
show("Hop height from orbit", height / cm, "cm")
show("Width, leading formula", w_leading / cm, "cm", 2)
show("Width, leading formula", w_leading / const.inch, "inch", 2)
show("Width, full chord", w_chord / cm, "cm", 2)
show("Width, orbit and traced circular line", w_traced / cm, "cm", 2)
show("Width, traced arcade line", w_arcade / cm, "cm", 2)
show("Width ratio for 16 times the energy", ratio_energy, "(no unit)")
show("Width ratio for 1/4 of the field", 1 * ratio_field, "(4B to B)")
show("Width ratio for 4 times the curvature radius", ratio_radius, "(no unit)")
show("Hop height with field gradient", height_curved / cm, "cm")
show("Width with field gradient", w_curved / cm, "cm", 2)
show("Ion current density, rough", ion_current / 10, "mA/cm2", 0)
show("Sheath thickness", sheath / cm, "cm")
show("Hop height / gyroradius, sheath of 2 gyroradii",
     height_too_thick / r, "(no unit)")
show("Edge-born electron, followed for", duration * 1e9, "ns", 0)
show("Edge-born electron, greatest height", z.max() / cm, "cm", 2)
show("Edge-born electron, twice greatest |x|", w_edge_orbit / cm, "cm", 2)
show("Edge-born electron, upper bound on that width", w_bound / cm, "cm", 2)
show("Edge-born electron, time inside chord width",
     100 * share_inside, "percent", 0)
show("Relativistic change of gyroradius", 100 * relativity, "percent")
show("Argon ion gyroradius at 500 eV", ion_r_fast / cm, "cm", 0)
show("Argon ion gyroradius at 1 eV", ion_r_slow / cm, "cm", 1)
show("Gas pressure, rough", pressure_mTorr, "mTorr", 0)
show("Gas temperature, rough", gas_temperature, "K", 0)
print(f"Ionization cross-section, rough: {sigma_ionization * 1e4:.1e} cm2")
print(f"Gas density: {gas_density * 1e-6:.2e} cm-3")
show("Ionization mean free path", free_path / cm, "cm", 0)
show("Path of one hop (half circle)", hop_path / cm, "cm", 2)
show("Hops per ionization", free_path / hop_path, "(no unit)", 0)
show("Leading width at 250 eV", leading_width(250, B, R) / cm, "cm", 2)
show("Leading width at 300 gauss", leading_width(volts, 0.03, R) / cm, "cm", 2)
print("tests ok")
```

Running it gives:

```
Electron energy: 500 eV
Magnetic field: 200 gauss
Curvature radius: 4.0 cm
Electron speed: 1.326e+09 cm/s
Gyroradius: 0.377 cm
Hop height from orbit: 0.377 cm
Width, leading formula: 3.47 cm
Width, leading formula: 1.37 inch
Width, full chord: 3.39 cm
Width, orbit and traced circular line: 3.39 cm
Width, traced arcade line: 3.42 cm
Width ratio for 16 times the energy: 1.964 (no unit)
Width ratio for 1/4 of the field: 1.964 (4B to B)
Width ratio for 4 times the curvature radius: 2.037 (no unit)
Hop height with field gradient: 0.358 cm
Width with field gradient: 3.30 cm
Ion current density, rough: 20 mA/cm2
Sheath thickness: 0.070 cm
Hop height / gyroradius, sheath of 2 gyroradii: 0.800 (no unit)
Edge-born electron, followed for: 200 ns
Edge-born electron, greatest height: 0.67 cm
Edge-born electron, twice greatest |x|: 4.07 cm
Edge-born electron, upper bound on that width: 4.98 cm
Edge-born electron, time inside chord width: 80 percent
Relativistic change of gyroradius: 0.024 percent
Argon ion gyroradius at 500 eV: 102 cm
Argon ion gyroradius at 1 eV: 4.5 cm
Gas pressure, rough: 5 mTorr
Gas temperature, rough: 300 K
Ionization cross-section, rough: 1.5e-16 cm2
Gas density: 1.61e+14 cm-3
Ionization mean free path: 41 cm
Path of one hop (half circle): 1.18 cm
Hops per ionization: 35 (no unit)
Leading width at 250 eV: 2.92 cm
Leading width at 300 gauss: 2.84 cm
tests ok
```
